# How Many Vibrational Levels to Keep for a Damped Bond: a program that tests the result

```python
# Result under test: a damped oscillator with number states 0..N-1 and generator
#   L rho = -i w [n, rho] + g (nB+1) D[a] rho + g nB D[a^T] rho
# preserves the trace for every N, and its steady mean occupation is
#   nB - N / (exp(N x) - 1),   x = hbar w / kT,   nB = 1 / (exp(x) - 1).
# w: angular frequency, g: energy damping rate, a: truncated lowering matrix,
# D[K] rho = K rho K^T - (K^T K rho + rho K^T K) / 2 for real K.
# Units: eV, K, ps; density matrices are stacked row by row.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm

k_ev = const.k / const.e
hbar_evps = const.hbar / const.e * 1e12


def bose(energy, temperature):
    return 1.0 / np.expm1(energy / (k_ev * temperature))


def generator(size, omega, down, up, dephasing=0.0, truncated_loss=True):
    one = np.eye(size)
    a = np.diag(np.sqrt(np.arange(1.0, size)), 1)
    number = np.diag(np.arange(float(size)))
    up_loss = a @ a.T if truncated_loss else number + one
    gen = -1j * omega * (np.kron(number, one) - np.kron(one, number))
    for rate, jump, loss in ((down, a, a.T @ a), (up, a.T, up_loss),
                             (dephasing, number, number @ number)):
        gen += rate * (np.kron(jump, jump)
                       - 0.5 * (np.kron(loss, one) + np.kron(one, loss)))
    return gen


def steady_state(gen):
    size = int(round(np.sqrt(len(gen))))
    system = gen.copy()
    system[0] = np.eye(size).ravel()  # unit trace replaces a redundant row
    rhs = np.zeros(size * size, dtype=complex)
    rhs[0] = 1.0
    return np.linalg.solve(system, rhs).reshape(size, size)


def mean_number(rho):
    return float(np.real(np.diag(rho)) @ np.arange(len(rho)))


# Example parameters (rough typical values for a Si-H bending mode)
quantum = 0.08
temperature = 400.0
lifetime = 10.0
gamma = 1.0 / lifetime
omega = quantum / hbar_evps
kt = k_ev * temperature
x = quantum / kt
r = np.exp(-x)
nb = bose(quantum, temperature)
down, up = gamma * (nb + 1), gamma * nb
print(f"bond quantum: {quantum:.3f} eV")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {kt:.5f} eV")
print(f"energy lifetime: {lifetime:.1f} ps")
print(f"angular frequency: {omega:.2f} 1/ps")
print(f"x = quantum/kT: {x:.4f}")
print(f"population ratio r: {r:.5f}")
print(f"Bose occupation: {nb:.6f}")
print(f"downward rate from level 1: {down:.5f} 1/ps")
print(f"upward rate from level 0: {up:.5f} 1/ps")

# Exact dynamics with a discrete bath, started with 2.5 quanta in the bond
start_number = 2.5
detuning = np.linspace(-100, 100, 1001) * gamma
coupling = np.sqrt(gamma * (detuning[1] - detuning[0]) / (2 * np.pi))
hamiltonian = np.diag(np.concatenate(([0.0], detuning)))
hamiltonian[0, 1:] = hamiltonian[1:, 0] = coupling
energies, modes = np.linalg.eigh(hamiltonian)
occupations = np.concatenate(
    ([start_number], bose(quantum + hbar_evps * detuning, temperature)))
bath_deviation = 0.0
for time in (5.0, 10.0, 20.0, 50.0):
    amplitude = modes @ (np.exp(-1j * energies * time) * modes[0])
    exact = np.abs(amplitude) ** 2 @ occupations
    law = nb + (start_number - nb) * np.exp(-gamma * time)
    bath_deviation = max(bath_deviation, abs(exact - law))
# finite bath width (100 damping rates each side) limits the agreement
assert bath_deviation < 0.02
print(f"largest deviation from exact bath: {bath_deviation:.4f} quanta")

# Matrix generator against the equation for each matrix element
rng = np.random.default_rng(4)
size = 5
rho = rng.normal(size=(size, size)) + 1j * rng.normal(size=(size, size))
rate_matrix = np.zeros((size, size), dtype=complex)
for m in range(size):
    for n in range(size):
        rise_m = m + 1 if m < size - 1 else 0
        rise_n = n + 1 if n < size - 1 else 0
        value = -1j * omega * (m - n) * rho[m, n]
        value -= 0.5 * (down * (m + n) + up * (rise_m + rise_n)) * rho[m, n]
        if m < size - 1 and n < size - 1:
            value += down * np.sqrt((m + 1) * (n + 1)) * rho[m + 1, n + 1]
        if m > 0 and n > 0:
            value += up * np.sqrt(m * n) * rho[m - 1, n - 1]
        rate_matrix[m, n] = value
action = (generator(size, omega, down, up) @ rho.ravel()).reshape(size, size)
assert np.max(np.abs(action - rate_matrix)) < 1e-10

# Trace preservation, and the leak when the raising loss is not truncated
trace_error = max(np.max(np.abs(np.eye(s).ravel() @ generator(s, omega, down, up)))
                  for s in range(2, 13))
assert trace_error < 1e-12
print(f"largest trace-row entry, N=2..12: {trace_error:.1e} 1/ps")
leaky = generator(4, omega, down, up, truncated_loss=False)
leak_row = (np.eye(4).ravel() @ leaky).reshape(4, 4)
expected_leak = np.zeros((4, 4))
expected_leak[3, 3] = -4 * up
assert np.max(np.abs(leak_row - expected_leak)) < 1e-12
values, vectors = np.linalg.eig(leaky)
slowest = np.argmax(values.real)
leak_state = vectors[:, slowest].reshape(4, 4)
leak_state = leak_state / np.trace(leak_state)
assert values[slowest].real < -1e-6
assert abs(values[slowest] + 4 * up * leak_state[3, 3]) < 1e-10
print(f"false generator N=4, top-level leak: {4 * up:.5f} 1/ps")
print(f"false generator N=4, trace lifetime: {-1e-3 / values[slowest].real:.2f} ns")

# Steady mean against the truncation law
for s in (2, 3, 4, 6, 8, 10):
    gen = generator(s, omega, down, up)
    rho = steady_state(gen)
    populations = np.real(np.diag(rho))
    mean = mean_number(rho)
    assert np.max(np.abs(gen @ rho.ravel())) < 1e-10
    assert np.max(np.abs(rho - np.diag(populations))) < 1e-11
    assert np.allclose(populations[1:], r * populations[:-1], rtol=1e-6, atol=1e-13)
    assert abs(mean - (nb - s / np.expm1(s * x))) < 1e-11
    print(f"N={s}: steady mean {mean:.9f}, Bose minus mean {nb - mean:.2e}")
hot_nb = 2.0
hot_mean = mean_number(steady_state(generator(5, omega, gamma * 3, gamma * 2)))
hot_x = np.log(1 + 1 / hot_nb)
assert abs(hot_mean - (hot_nb - 5 / np.expm1(5 * hot_x))) < 1e-10
print(f"hot case, Bose value {hot_nb:.1f}, N=5: steady mean {hot_mean:.5f}")
needed = 2
while abs(mean_number(steady_state(generator(needed, omega, down, up))) / nb - 1) > 1e-6:
    needed += 1
print(f"smallest N for relative error 1e-6: {needed}")

# Uniqueness and slowest decay
size = 12
gen = generator(size, omega, down, up)
real_parts = np.sort(np.linalg.eigvals(gen).real)[::-1]
assert abs(real_parts[0]) < 1e-8 and real_parts[1] < -1e-3
assert abs(real_parts[1] + gamma / 2) < 1e-6
print(f"N=12, slowest decay rate: {-real_parts[1]:.5f} 1/ps")

# Relaxation from an equal superposition of levels 2 and 3
psi = np.zeros(size)
psi[2] = psi[3] = np.sqrt(0.5)
initial = np.outer(psi, psi)
lowering = np.diag(np.sqrt(np.arange(1.0, size)), 1)
start_amplitude = abs(np.trace(lowering @ initial))
for time in (0.0, 5.0, 10.0, 20.0, 50.0):
    rho = (expm(gen * time) @ initial.ravel()).reshape(size, size)
    mean = mean_number(rho)
    amplitude = abs(np.trace(lowering @ rho))
    assert abs(np.trace(rho) - 1) < 1e-8
    assert np.min(np.linalg.eigvalsh((rho + rho.conj().T) / 2)) > -1e-8
    # the finite basis disturbs the transient slightly
    assert abs(mean - nb - (start_number - nb) * np.exp(-gamma * time)) < 1e-5
    assert abs(amplitude - start_amplitude * np.exp(-gamma * time / 2)) < 1e-5
    print(f"t={time:.0f} ps: mean {mean:.5f}, |<a>| {amplitude:.5f}")

# Pure dephasing and carrier heating
dephased = mean_number(steady_state(generator(size, omega, down, up, dephasing=1.0)))
assert abs(dephased - mean_number(steady_state(gen))) < 1e-10
current_density = 1e6 * 1e4  # A/m2, equal to 1 MA/cm2
bond_area = 0.1e-18          # m2, equal to 0.1 nm2
inelastic_fraction = 0.1
carrier_rate = current_density * bond_area / const.e * inelastic_fraction * 1e-12
heated = mean_number(steady_state(
    generator(size, omega, down + carrier_rate, up + carrier_rate)))
assert abs(heated - nb - carrier_rate / gamma) < 1e-9
print(f"carrier excitation rate: {carrier_rate * 1e12:.3e} 1/s")
print(f"mean with carrier heating: {heated:.6f}")
print(f"relative rise by carriers: {100 * (heated / nb - 1):.2f} %")


# Anharmonic levels: each spacing is smaller than the one below it
def thermal_mean(spacing_drop):
    n = np.arange(31)
    level = quantum * n - 0.5 * spacing_drop * n * (n - 1)
    weight = np.exp(-level / kt)
    return n @ weight / weight.sum()


assert abs(thermal_mean(0.0) - nb) < 1e-12
anharmonic = thermal_mean(0.001)
print(f"mean with 1 meV spacing drop: {anharmonic:.6f}")
print(f"relative rise by anharmonicity: {100 * (anharmonic / nb - 1):.2f} %")


# Mean square displacement with frequency-independent friction
# (frequency unit: w; theta = kT / hbar w; friction = g / w)
theta = 1 / x
bare_square = 0.5 / np.tanh(x / 2)


def displacement_change(friction):
    nu = 2 * np.pi * theta * np.arange(1, 100001)
    return 2 * theta * np.sum(1 / (1 + nu**2 + friction * nu) - 1 / (1 + nu**2))


def spectrum(w, friction):
    return friction * w / (np.tanh(w * x / 2) * np.pi
                           * ((1 - w * w) ** 2 + (friction * w) ** 2))


direct = sum(quad(spectrum, lo, hi, args=(0.1,), epsabs=1e-11, limit=300)[0]
             for lo, hi in ((0, 1), (1, 2), (2, np.inf)))
assert abs(direct - bare_square - displacement_change(0.1)) < 1e-7
friction_shift = displacement_change(gamma / omega) / bare_square
print(f"damping over frequency: {gamma / omega:.2e}")
print(f"relative change of <x^2> by damping: {friction_shift:.2e}")

# Bond breaking, tunnelling, temperature of use, two-phonon damping
barrier = 2.5
breaking_rate = omega * 1e12 / (2 * np.pi) * np.exp(-barrier / kt)
print(f"thermal breaking rate, {barrier:.1f} eV barrier: {breaking_rate:.1e} 1/s")
print(f"tunnelling factor on that rate: {1 + x**2 / 24:.3f}")
print(f"tunnelling crossover: {quantum / (2 * np.pi * k_ev):.0f} K")
print(f"Bose occupation at 300 K: {bose(quantum, 300.0):.6f}")
print(f"Bose occupation at 410 K: {bose(quantum, 410.0):.6f}")
half = bose(quantum / 2, temperature)
phonon_down, phonon_up = (half + 1) ** 2, half**2
assert abs(phonon_up / phonon_down - r) < 1e-12
print(f"two-phonon damping, 400 K over 0 K: {phonon_down - phonon_up:.3f}")
print("no test failed")
```

Printed output:

```
bond quantum: 0.080 eV
temperature: 400 K
thermal energy kT: 0.03447 eV
energy lifetime: 10.0 ps
angular frequency: 121.54 1/ps
x = quantum/kT: 2.3209
population ratio r: 0.09818
Bose occupation: 0.108875
downward rate from level 1: 0.11089 1/ps
upward rate from level 0: 0.01089 1/ps
largest deviation from exact bath: 0.0069 quanta
largest trace-row entry, N=2..12: 1.1e-16 1/ps
false generator N=4, top-level leak: 0.04355 1/ps
false generator N=4, trace lifetime: 31.01 ns
N=2: steady mean 0.089406465, Bose minus mean 1.95e-02
N=3: steady mean 0.106032391, Bose minus mean 2.84e-03
N=4: steady mean 0.108502890, Bose minus mean 3.72e-04
N=6: steady mean 0.108869287, Bose minus mean 5.38e-06
N=8: steady mean 0.108874594, Bose minus mean 6.91e-08
N=10: steady mean 0.108874662, Bose minus mean 8.33e-10
hot case, Bose value 2.0, N=5: steady mean 1.24171
smallest N for relative error 1e-6: 8
N=12, slowest decay rate: 0.05000 1/ps
t=0 ps: mean 2.50000, |<a>| 0.86603
t=5 ps: mean 1.55917, |<a>| 0.67446
t=10 ps: mean 0.98852, |<a>| 0.52527
t=20 ps: mean 0.43248, |<a>| 0.31859
t=50 ps: mean 0.12499, |<a>| 0.07109
carrier excitation rate: 6.242e+08 1/s
mean with carrier heating: 0.115116
relative rise by carriers: 5.73 %
mean with 1 meV spacing drop: 0.109661
relative rise by anharmonicity: 0.72 %
damping over frequency: 8.23e-04
relative change of <x^2> by damping: -5.67e-05
thermal breaking rate, 2.5 eV barrier: 6.1e-19 1/s
tunnelling factor on that rate: 1.224
tunnelling crossover: 148 K
Bose occupation at 300 K: 0.047445
Bose occupation at 410 K: 0.115951
two-phonon damping, 400 K over 0 K: 1.913
no test failed
```
